# Quantum metric from augmented overlaps and the Souza–Wilkens–Martin conductivity relation: verification in Python

```python
"""Quantum metric from PAW-augmented overlaps, and the conductivity moment.

Result under test, for an insulator with N occupied bands:
  -ln|det M(k,b)|^2 = b^2 g(k+b/2) + O(b^4),
  integral dw Re sigma(w)/w = pi f (e^2/hbar) integral dk/(2 pi) g(k).
M: augmented overlap matrix between k and k+b; g: metric traced over the
occupied bands; f = 2: spin factor; sigma: independent-electron conductivity.
Model: one-dimensional crystal in Hartree atomic units (hbar = m = e = 1).
Grid vectors have unit l2 norm, so grid sums stand for cell integrals.
"""
import numpy as np
from scipy.linalg import eigh
from scipy import constants as const

# ---------- all-electron crystal ----------
a, npts, nocc, spin = 6.0, 31, 2, 2
depth, sharpness, asym = 5.0, 4.0, 0.3
step = a / npts
y = step * (np.arange(npts) - npts // 2)      # position relative to the atom
G = 2 * np.pi / a * np.arange(-(npts // 2), npts // 2 + 1)
pw = np.exp(1j * np.outer(y, G)) / np.sqrt(npts)
theta = 2 * np.pi * y / a
potential = -depth * np.exp(sharpness * (np.cos(theta) - 1)) + asym * np.sin(theta)


def dag(m):
    return m.conj().T


def ham(k):
    h = (pw * (0.5 * (k + G) ** 2)) @ dag(pw) + np.diag(potential)
    return 0.5 * (h + dag(h))


def vel(k):
    return (pw * (k + G)) @ dag(pw)


def log_fidelity(m):
    return -2 * np.linalg.slogdet(m)[1]


def transitions(k):
    """Energies and |velocity matrix elements|^2 between all bands."""
    e, u = np.linalg.eigh(ham(k))
    return e, np.abs(dag(u) @ vel(k) @ u) ** 2


def metric_from_velocity(k):
    e, v2 = transitions(k)
    gap = e[nocc:, None] - e[None, :nocc]
    return np.sum(v2[nocc:, :nocc] / gap ** 2)


def mesh_metric(nk, cols):
    """Zone average of the log-determinant on neighbouring mesh points."""
    b = 2 * np.pi / a / nk
    us = [np.linalg.eigh(ham(-np.pi / a + i * b))[1][:, cols] for i in range(nk + 1)]
    return np.mean([log_fidelity(dag(us[i]) @ us[i + 1]) for i in range(nk)]) / b ** 2


both, lower, upper = [0, 1], [0], [1]
mesh = {nk: mesh_metric(nk, both) for nk in (40, 80, 160)}
order_ratio = (mesh[40] - mesh[80]) / (mesh[80] - mesh[160])
g_mean = (4 * mesh[160] - mesh[80]) / 3

nk_ref = 160
kmesh = -np.pi / a + 2 * np.pi / a * np.arange(nk_ref) / nk_ref
data = [transitions(k) for k in kmesh]
g_velocity = np.mean([metric_from_velocity(k) for k in kmesh])
assert abs(order_ratio - 4) < 0.2
assert abs(g_mean / g_velocity - 1) < 1e-5

# ---------- single k: projector definition and cubic term ----------
k0 = 0.3
g0 = metric_from_velocity(k0)


def projector(k):
    u = np.linalg.eigh(ham(k))[1][:, :nocc]
    return u @ dag(u)


dk = 1e-4
dP = (projector(k0 + dk) - projector(k0 - dk)) / (2 * dk)
assert abs(0.5 * np.trace(dP @ dP).real - g0) < 1e-5
b1 = 0.01
u_mid, u_plus, u_minus = [np.linalg.eigh(ham(k))[1][:, :nocc]
                          for k in (k0, k0 + b1, k0 - b1)]
odd_part = (log_fidelity(dag(u_mid) @ u_plus)
            - log_fidelity(dag(u_mid) @ u_minus)) / b1 ** 3
slope = (metric_from_velocity(k0 + 1e-3) - metric_from_velocity(k0 - 1e-3)) / 2e-3
assert abs(odd_part - slope) < 0.01 * abs(slope) + 1e-5

# ---------- PAW transformation ----------
radius, smoothing = 5 * step, 0.35
inside = np.abs(y) < radius - 1e-9
window = ((1 - (y / radius) ** 2) ** 2)[inside, None]
solutions = []
for k in (0.0, np.pi / a):
    e, u = np.linalg.eigh(ham(k))
    for i in range(5):
        phase = np.exp(1j * k * y)
        damped = pw @ (np.exp(-0.5 * (smoothing * (k + G)) ** 2) * (dag(pw) @ u[:, i]))
        solutions.append((e[i], phase * u[:, i], phase * damped))
solutions.sort(key=lambda s: s[0])


def build_paw(n):
    """Partial waves; mixed so that pseudo waves are also the projectors."""
    full = np.array([s[1] for s in solutions[:n]]).T[inside]
    soft = np.array([s[2] for s in solutions[:n]]).T[inside]
    pseudo_in, r = np.linalg.qr((1 - window) * full + window * soft)
    phi = np.zeros((npts, n), complex)
    pseudo = np.zeros((npts, n), complex)
    phi[inside] = np.linalg.solve(r.T, full.T).T
    pseudo[inside] = pseudo_in
    return phi, pseudo


def moment(paw, weight):
    phi, pseudo = paw
    return dag(phi) @ (weight[:, None] * phi) - dag(pseudo) @ (weight[:, None] * pseudo)


def projectors(paw, k):
    return np.exp(-1j * k * y)[:, None] * paw[1]


def pseudo_operators(paw, k):
    phi, pseudo = paw
    T = np.eye(npts) + (phi - pseudo) @ dag(pseudo)
    ph = np.exp(-1j * k * y)
    Tk = ph[:, None] * T * ph.conj()[None, :]
    H = dag(Tk) @ ham(k) @ Tk
    p = projectors(paw, k)
    S = np.eye(npts) + p @ moment(paw, np.ones(npts)) @ dag(p)
    return 0.5 * (H + dag(H)), 0.5 * (S + dag(S))


def pseudo_bands(paw, k):
    return eigh(*pseudo_operators(paw, k))


def augmented_overlap(paw, left, right, k, b, order=None):
    if order is None:
        weight = np.exp(-1j * b * y)
    else:
        weight, term = np.ones(npts, complex), np.ones(npts, complex)
        for s in range(1, order + 1):
            term = term * (-1j * b * y) / s
            weight = weight + term
    pl = dag(projectors(paw, k)) @ left
    pr = dag(projectors(paw, k + b)) @ right
    return dag(left) @ right + dag(pl) @ moment(paw, weight) @ pr


paw_mesh = {}
nk_paw = 40
b_paw = 2 * np.pi / a / nk_paw
for n in (4, 6, 9):
    paw = build_paw(n)
    ks = [-np.pi / a + i * b_paw for i in range(nk_paw + 1)]
    us = [pseudo_bands(paw, k)[1][:, :nocc] for k in ks]
    paw_mesh[n] = np.mean([log_fidelity(augmented_overlap(paw, us[i], us[i + 1], ks[i], b_paw))
                           for i in range(nk_paw)]) / b_paw ** 2
paw_error = {n: abs(paw_mesh[n] / mesh[nk_paw] - 1) for n in paw_mesh}
assert np.count_nonzero(inside) == 9
assert paw_error[9] < 1e-6 and paw_error[4] > 10 * paw_error[9]

# ---------- moments of the augmentation charge ----------
paw = build_paw(9)
e_ps, u_ps = pseudo_bands(paw, k0)
occ = u_ps[:, :nocc]
plain_norm = np.sum(np.abs(occ) ** 2, axis=0)
neighbours = {s: pseudo_bands(paw, k0 + s * b1)[1][:, :nocc] for s in (1, -1)}
cut = {}
for order in (0, 1, 2, None):
    cut[order] = np.mean([log_fidelity(augmented_overlap(
        paw, occ, neighbours[s], k0, s * b1, order)) for s in (1, -1)]) / b1 ** 2
amp = dag(projectors(paw, k0)) @ occ
second_moment = np.trace(dag(amp) @ moment(paw, y ** 2) @ amp).real
assert abs(cut[None] - g0) < 2e-3
assert abs(cut[2] - cut[None]) < 1e-4
assert abs(cut[1] - cut[None] + second_moment) < 1e-3

# ---------- interband connection in pseudo-space ----------
h = 2e-5
Hp, Sp = pseudo_operators(paw, k0 + h)
Hm, Sm = pseudo_operators(paw, k0 - h)
dH, dS = (Hp - Hm) / (2 * h), (Sp - Sm) / (2 * h)
p = projectors(paw, k0)
TdT = -1j * (p @ moment(paw, y) @ dag(p)
             - p @ moment(paw, np.ones(npts)) @ (dag(p) * y[None, :]))
emp = u_ps[:, nocc:]
gaps = e_ps[nocc:, None] - e_ps[None, :nocc]
bare = -(dag(emp) @ dH @ occ - (dag(emp) @ dS @ occ) * e_ps[None, :nocc]) / gaps
connection = bare + dag(emp) @ TdT @ occ
e_ae, v2_ae = transitions(k0)
ae_abs = np.sqrt(v2_ae[nocc:, :nocc]) / (e_ae[nocc:, None] - e_ae[None, :nocc])
assert np.max(np.abs(np.abs(connection) - ae_abs)) < 1e-5
g_without_term = np.sum(np.abs(bare) ** 2)

# ---------- Kubo formula against propagation after a field kick ----------
nk_kick, kick = 24, 1e-4
times = np.array([0.0, 0.7, 2.0, 5.0])
response, kubo = np.zeros(len(times)), np.zeros(len(times))
for k in -np.pi / a + 2 * np.pi / a * np.arange(nk_kick) / nk_kick:
    start = np.linalg.eigh(ham(k))[1][:, :nocc]
    for sign in (1, -1):
        e, w = np.linalg.eigh(ham(k + sign * kick))
        v = vel(k + sign * kick)
        for i, t in enumerate(times):
            now = w @ (np.exp(-1j * e * t)[:, None] * (dag(w) @ start))
            response[i] += sign * np.trace(dag(now) @ v @ now).real / (2 * kick * nk_kick)
    e, v2 = transitions(k)
    gap = e[nocc:, None] - e[None, :nocc]
    for i, t in enumerate(times):
        kubo[i] += np.sum(2 * v2[nocc:, :nocc] / gap * np.cos(gap * t)) / nk_kick
assert np.max(np.abs(response - kubo)) < 1e-5

# ---------- conductivity spectrum and its moments ----------
freq = np.concatenate([(e[nocc:, None] - e[None, :nocc]).ravel() for e, _ in data])
v2_all = np.concatenate([v2[nocc:, :nocc].ravel() for _, v2 in data])
dw = 0.002
edges = np.arange(0, freq.max() + 2 * dw, dw)
sigma = np.histogram(freq, edges, weights=np.pi * spin * v2_all / freq / (nk_ref * a))[0] / dw
centres = 0.5 * (edges[1:] + edges[:-1])
moment_spectrum = np.sum(sigma / centres) * dw
moment_metric = np.pi * spin * g_mean / a
f_sum = np.sum(sigma) * dw
f_expected = np.pi * spin * nocc / (2 * a)
direct_gap = freq.min()
assert abs(moment_spectrum / moment_metric - 1) < 1e-3
assert abs(f_sum / f_expected - 1) < 1e-5
assert moment_metric < f_sum / direct_gap

# ---------- lower band treated as a frozen core ----------
g_core, g_val = [(4 * mesh_metric(160, c) - mesh_metric(80, c)) / 3 for c in (lower, upper)]
cross = np.mean([v2[0, 1] / (e[1] - e[0]) ** 2 for e, v2 in data])
val_moment = np.mean([np.sum(v2[2:, 1] / (e[2:] - e[1]) ** 2) for e, v2 in data])
assert abs(g_core + g_val - 2 * cross - g_mean) < 1e-5
assert abs(g_val - cross - val_moment) < 1e-5

# ---------- off-diagonal metric in a two-parameter model ----------
rng = np.random.default_rng(3)
H0 = np.diag([0.0, 0.3, 2.0, 2.5, 3.1])
V1, V2 = [0.5 * (m + dag(m)) for m in
          (rng.normal(size=(2, 5, 5)) + 1j * rng.normal(size=(2, 5, 5)))]


def symmetric_log(c1, c2):
    ref = np.eye(5)[:, :2]
    return np.mean([log_fidelity(dag(ref) @ np.linalg.eigh(
        H0 + s * (c1 * V1 + c2 * V2))[1][:, :2]) for s in (1, -1)])


bb = 1e-3
g12_log = (symmetric_log(bb, bb) - symmetric_log(bb, -bb)) / (4 * bb ** 2)
den = (np.diag(H0)[2:, None] - np.diag(H0)[None, :2]) ** 2
g12_sum = np.sum((V1[2:, :2].conj() * V2[2:, :2]).real / den)
assert abs(g12_log - g12_sum) < 1e-4

# ---------- interacting ring under a twist ----------
sites = 6


def ring(n_part, twist, repulsion):
    """Spinless fermions (odd number), hopping 1, staggered potential 1."""
    basis = [s for s in range(2 ** sites) if bin(s).count("1") == n_part]
    index = {s: i for i, s in enumerate(basis)}
    hop = np.zeros((len(basis), len(basis)))
    diag = np.zeros(len(basis))
    for s in basis:
        n = [(s >> j) & 1 for j in range(sites)]
        for j in range(sites):
            nxt = (j + 1) % sites
            diag[index[s]] += (-1) ** j * n[j] + repulsion * n[j] * n[nxt]
            if n[j] and not n[nxt]:
                hop[index[s ^ (1 << j) ^ (1 << nxt)], index[s]] += 1
    forward = np.exp(-1j * twist) * hop
    return np.diag(diag) - forward - dag(forward), 1j * forward - 1j * dag(forward)


tw, db, repulsion = 0.1, 1e-3, 2.0
Hr, dHr = ring(3, tw, repulsion)
er, ur = np.linalg.eigh(Hr)
ring_sum = np.sum(np.abs(dag(ur[:, 1:]) @ dHr @ ur[:, 0]) ** 2 / (er[1:] - er[0]) ** 2)
ring_log = np.mean([-2 * np.log(abs(np.vdot(ur[:, 0], np.linalg.eigh(
    ring(3, tw + s * db, repulsion)[0])[1][:, 0]))) for s in (1, -1)]) / db ** 2
assert abs(ring_log - ring_sum) < 1e-4
many = [np.linalg.eigh(ring(3, t, 0.0)[0])[1][:, 0] for t in (0.1, 0.4)]
single = [np.linalg.eigh(ring(1, t, 0.0)[0])[1][:, :3] for t in (0.1, 0.4)]
many_overlap = abs(np.vdot(many[0], many[1]))
det_overlap = abs(np.linalg.det(dag(single[0]) @ single[1]))
assert abs(many_overlap - det_overlap) < 1e-10

# ---------- output ----------
bohr = const.physical_constants["Bohr radius"][0]
si_factor = const.e ** 2 / const.hbar * bohr
print(f"lattice constant: {a:.1f} bohr; grid points: {npts}")
print(f"well depth: {depth:.1f} hartree; sharpness: {sharpness:.1f}")
print(f"asymmetric term: {asym:.1f} hartree")
print(f"occupied bands: {nocc}; spin factor: {spin}")
print(f"augmentation radius: {radius:.4f} bohr; smoothing: {smoothing:.2f} bohr")
print(f"smallest direct gap: {direct_gap:.5f} hartree")
for nk in mesh:
    print(f"mean metric, all-electron log-det, {nk} k points: {mesh[nk]:.7f} bohr^2")
print(f"ratio of successive mesh changes: {order_ratio:.4f}")
print(f"mean metric, extrapolated: {g_mean:.7f} bohr^2")
print(f"mean metric, velocity sum: {g_velocity:.7f} bohr^2")
for n in paw_mesh:
    print(f"PAW log-det, {n} partial waves, {nk_paw} k: {paw_mesh[n]:.7f} bohr^2")
    print(f"  relative error against all-electron: {paw_error[n]:.1e}")
print(f"single k: {k0:.2f} 1/bohr; step b: {b1:.3f} 1/bohr")
print(f"metric at this k, velocity sum: {g0:.6f} bohr^2")
print(f"slope of metric: {slope:.5f} bohr^3; from odd part: {odd_part:.5f} bohr^3")
print(f"plain norms of pseudo-orbitals: {plain_norm[0]:.5f}, {plain_norm[1]:.5f}")
for order in (0, 1, 2):
    print(f"metric with Q(b) cut after order {order}: {cut[order]:.6f} bohr^2")
print(f"metric with full Q(b): {cut[None]:.6f} bohr^2")
print(f"occupied second moment of augmentation: {second_moment:.6f} bohr^2")
print(f"pseudo sum without T^dagger dT term: {g_without_term:.6f} bohr^2")
for t, r, q in zip(times, response, kubo):
    print(f"kick response at t={t:.1f} a.u.: {r:.6f}; Kubo: {q:.6f}")
print(f"moment of sigma/omega, binned spectrum: {moment_spectrum:.6f} a.u.")
print(f"moment of sigma/omega, from metric: {moment_metric:.6f} a.u.")
print(f"same moment in SI: {moment_metric * si_factor:.5e} S m")
print(f"f-sum integral: {f_sum:.6f} a.u.; expected: {f_expected:.6f} a.u.")
print(f"gap bound on the moment: {f_sum / direct_gap:.6f} a.u.")
print(f"localization length per electron: {np.sqrt(g_mean / nocc):.5f} bohr")
print(f"core-only metric: {g_core:.6f} bohr^2")
print(f"valence-only metric: {g_val:.6f} bohr^2")
print(f"core-valence term: {cross:.6f} bohr^2")
print(f"true valence transition sum: {val_moment:.6f} bohr^2")
print(f"two-parameter g12: log-det {g12_log:.6f}, sum {g12_sum:.6f}")
print(f"ring, repulsion {repulsion:.1f}: log {ring_log:.6f}, sum {ring_sum:.6f}")
print(f"ring overlap: many-body {many_overlap:.8f}, det {det_overlap:.8f}")
print("every check passed")
```

It prints:

```
lattice constant: 6.0 bohr; grid points: 31
well depth: 5.0 hartree; sharpness: 4.0
asymmetric term: 0.3 hartree
occupied bands: 2; spin factor: 2
augmentation radius: 0.9677 bohr; smoothing: 0.35 bohr
smallest direct gap: 0.54207 hartree
mean metric, all-electron log-det, 40 k points: 1.2387968 bohr^2
mean metric, all-electron log-det, 80 k points: 1.2388452 bohr^2
mean metric, all-electron log-det, 160 k points: 1.2388573 bohr^2
ratio of successive mesh changes: 3.9990
mean metric, extrapolated: 1.2388613 bohr^2
mean metric, velocity sum: 1.2388613 bohr^2
PAW log-det, 4 partial waves, 40 k: 1.2393830 bohr^2
  relative error against all-electron: 4.7e-04
PAW log-det, 6 partial waves, 40 k: 1.2389990 bohr^2
  relative error against all-electron: 1.6e-04
PAW log-det, 9 partial waves, 40 k: 1.2387968 bohr^2
  relative error against all-electron: 1.7e-09
single k: 0.30 1/bohr; step b: 0.010 1/bohr
metric at this k, velocity sum: 0.968003 bohr^2
slope of metric: -3.43010 bohr^3; from odd part: -3.43006 bohr^3
plain norms of pseudo-orbitals: 0.83457, 0.91124
metric with Q(b) cut after order 0: 0.985045 bohr^2
metric with Q(b) cut after order 1: 0.945414 bohr^2
metric with Q(b) cut after order 2: 0.968272 bohr^2
metric with full Q(b): 0.968272 bohr^2
occupied second moment of augmentation: 0.022857 bohr^2
pseudo sum without T^dagger dT term: 1.590010 bohr^2
kick response at t=0.0 a.u.: 2.000000; Kubo: 2.000000
kick response at t=0.7 a.u.: 1.210819; Kubo: 1.210819
kick response at t=2.0 a.u.: 0.155519; Kubo: 0.155519
kick response at t=5.0 a.u.: -0.990282; Kubo: -0.990282
moment of sigma/omega, binned spectrum: 1.297395 a.u.
moment of sigma/omega, from metric: 1.297333 a.u.
same moment in SI: 1.67108e-14 S m
f-sum integral: 1.047198 a.u.; expected: 1.047198 a.u.
gap bound on the moment: 1.931836 a.u.
localization length per electron: 0.78704 bohr
core-only metric: 0.174642 bohr^2
valence-only metric: 1.366730 bohr^2
core-valence term: 0.151255 bohr^2
true valence transition sum: 1.215475 bohr^2
two-parameter g12: log-det 0.076287, sum 0.076283
ring, repulsion 2.0: log 0.259755, sum 0.259755
ring overlap: many-body 0.97240343, det 0.97240343
every check passed
```
